# Eckart-barrier transmission: exact result, plain WKB and Kemble's formula

## Problem

An electron of energy $E$ moves in one dimension towards the symmetric Eckart barrier

$$V(x)=\frac{V_0}{\cosh^2(x/a)},\qquad V_0=0.125\ \text{hartree},\quad a=4\ \text{bohr}.$$

Hartree atomic units are used, with $\hbar=m=1$. The parameters are round model values (3.40 eV and 0.212 nm) and describe no particular junction. Let

$$S(E)=\int_{x_1}^{x_2}\sqrt{2\,(V(x)-E)}\;dx$$

be the action between the turning points. Plain WKB gives $T_W=e^{-2S}$, and Kemble's formula gives $T_K=1/(1+e^{2S})$.

1. What is the transmission at $E=V_0$?
2. For which potential is Kemble's formula exact?
3. At which energies is Kemble closer to the exact Eckart transmission than plain WKB?

## A tempting solution

**The action.** The integrand of $S$ vanishes at the turning points, so differentiating with respect to $E$ gives no endpoint terms:

$$\frac{dS}{dE}=-\int_{x_1}^{x_2}\frac{dx}{\sqrt{2(V-E)}}.$$

Put $w=\sinh(x/a)$. Then $dx=a\,dw/\cosh(x/a)$ and $V-E=(V_0-E-Ew^2)/\cosh^2(x/a)$. The hyperbolic cosines cancel:

$$\frac{dS}{dE}=-\frac{a}{\sqrt2}\int\frac{dw}{\sqrt{V_0-E-Ew^2}}=-\frac{\pi a}{\sqrt{2E}}.$$

Since $S(V_0)=0$, integration gives

$$S=\pi a\sqrt2\,\bigl(\sqrt{V_0}-\sqrt E\bigr).$$

**The conclusion.** At the top $S=0$. Plain WKB gives $T=1$, which ignores reflection, while Kemble gives $1/(1+1)=1/2$. Kemble's formula is exact for an inverted parabola, and every smooth quadratic maximum looks like a parabola close to its top. Hence the Eckart barrier has $T(V_0)=1/2$, and Kemble, which repairs plain WKB, is the closer formula at every energy.

## Where it fails

The action is right, and so is Kemble's value of one half. The fault is the step from "parabolic close to the top" to "transmits like a parabola". A wave at the top energy samples a finite length. For $V_0-\tfrac12\omega^2x^2$ the natural length is $\omega^{-1/2}$. Expanding the Eckart barrier, $V\approx V_0-V_0x^2/a^2$, gives $\omega=\sqrt{2V_0}/a=0.125$ hartree, so this length is 2.83 bohr, or $0.71a$. Over that distance the barrier is not a parabola. In general

$$\frac{\omega^{-1/2}}{a}=U^{-1/4},\qquad U=2V_0a^2,$$

and here $U=4$. The parabolic argument needs $U\gg1$.

The second conclusion fails too: correcting one error of plain WKB need not reduce the total error if another error has the opposite sign. Deciding this requires the exact transmission.

## Right solution

### The inverted parabola

For $V=V_0-\tfrac12\omega^2x^2$ and $E<V_0$, $S$ is half the area of an ellipse with semi-axes $\sqrt{2(V_0-E)}/\omega$ and $\sqrt{2(V_0-E)}$:

$$S=\frac{\pi(V_0-E)}{\omega}.$$

Above the top this expression is continued analytically and is negative. With $X=\sqrt\omega\,x$ and $\varepsilon=(E-V_0)/\omega$, the Schrödinger equation is $-\tfrac12\psi''-\tfrac12X^2\psi=\varepsilon\psi$. Setting $\psi=e^{iX^2/2}\phi$ turns it into

$$-\tfrac12\phi''-iX\phi'-\tfrac i2\phi=\varepsilon\phi .$$

Try $\phi=\int_0^\infty g(s)e^{isX}ds$. Two derivatives bring down $-s^2$. For the middle term, integration by parts gives $X\phi'=\int s g\,\partial_s e^{isX}ds=-\int (sg)'e^{isX}ds$. The equation holds if

$$\frac{s^2}{2}g+i(sg)'-\frac i2g=\varepsilon g
\;\Rightarrow\;
\frac{g'}{g}=-\frac{1/2+i\varepsilon}{s}+\frac{is}{2},$$

so $g=s^{-1/2-i\varepsilon}e^{is^2/4}$. The boundary term $sg\,e^{isX}$ vanishes at $s=0$. It also vanishes at infinity when the contour is turned to $s=te^{i\pi/4}$, where $e^{is^2/4}=e^{-t^2/4}$.

The local momentum is the derivative of the phase. For large $|X|$ there are two kinds of contribution.

- The endpoint $s=0$ gives $\Gamma(\tfrac12-i\varepsilon)(-iX)^{-1/2+i\varepsilon}$, multiplied by $e^{iX^2/2}$, with momentum $X$. On the right this is the transmitted wave; on the left it is the reflected wave.
- The stationary point $s=-2X$ lies on the contour's range for $X<0$ only. There the total phase is $X^2/2+X^2-2X^2=-X^2/2$, with momentum $-X>0$. This is the incident wave.

No wave comes in from the right, as required. On the right $-i=e^{-i\pi/2}$ gives the endpoint amplitude the modulus factor $e^{\pi\varepsilon/2}$. On the left $-iX=i|X|$ gives $e^{-\pi\varepsilon/2}$. All other moduli are equal at equal $|X|$, so

$$\frac RT=\frac{e^{-\pi\varepsilon}}{e^{\pi\varepsilon}}=e^{-2\pi\varepsilon}=e^{2S}.$$

With flux conservation, $R+T=1$, this is $T=1/(1+e^{2S})$. Kemble's formula is therefore exact for the inverted parabola at every energy, below and above the top. Direct integration of the Schrödinger equation for the parabola with $\omega=0.125$ hartree gives 0.22155 at $E=0.8V_0$ and 0.50000 at $V_0$, equal to Kemble's values to the digits shown.

### The Eckart barrier

Let $y=x/a$, $k=\sqrt{2E}$ and $q=ka$. The equation is $\psi''+(q^2-U/\cosh^2y)\psi=0$. With $\xi=\tanh y$, $d/dy=(1-\xi^2)d/d\xi$, and division by $1-\xi^2$ gives

$$\frac{d}{d\xi}\Bigl[(1-\xi^2)\frac{d\psi}{d\xi}\Bigr]+\Bigl[\frac{q^2}{1-\xi^2}-U\Bigr]\psi=0.$$

Write $\psi=(1-\xi^2)^{-iq/2}f$. The terms in $1/(1-\xi^2)$ cancel, leaving

$$(1-\xi^2)f''-2(1-iq)\xi f'+(q^2+iq-U)f=0.$$

With $z=(1-\xi)/2$, so that $1-\xi^2=4z(1-z)$ and $d/d\xi=-\tfrac12d/dz$, this becomes

$$z(1-z)f_{zz}+(1-iq)(1-2z)f_z-(U-q^2-iq)f=0.$$

This is the hypergeometric equation with $c=1-iq$ and parameters $p_\pm$ satisfying $p_++p_-=1-2iq$ and $p_+p_-=U-q^2-iq$. Hence

$$p_\pm=\tfrac12-iq\pm i\mu,\qquad \mu=\sqrt{U-\tfrac14},$$

with $U>1/4$ assumed from here on. Take $f=F(p_+,p_-;c;z)$, which equals 1 at $z=0$. For $y\to+\infty$, $1-\xi^2\to4e^{-2y}$, so $\psi\to4^{-iq/2}e^{iqy}$: a purely transmitted wave.

For $y\to-\infty$, $z\to1$ and $1-z\to e^{2y}$. There $f$ is a constant plus $C(1-z)^{iq}$. Since $1-\xi^2\to4e^{2y}$, the prefactor is $4^{-iq/2}e^{-iqy}$. The constant thus belongs to the reflected wave, and $C$ multiplies the incident wave $e^{iqy}$.

To find $C$, compare power series in $z$ at large order $n$, which are governed by the singular term at $z=1$. The series of $F$ has coefficients tending to $\frac{\Gamma(c)}{\Gamma(p_+)\Gamma(p_-)}n^{p_++p_--c-1}$, where $p_++p_--c=-iq$. The series of $(1-z)^{iq}$ has coefficients tending to $n^{-iq-1}/\Gamma(-iq)$. Therefore

$$C=\frac{\Gamma(1-iq)\Gamma(-iq)}{\Gamma(p_+)\Gamma(p_-)},\qquad T=\frac1{|C|^2}.$$

For real $t$, $|\Gamma(\tfrac12+it)|^2=\pi/\cosh\pi t$, $|\Gamma(1-iq)|^2=\pi q/\sinh\pi q$ and $|\Gamma(-iq)|^2=\pi/(q\sinh\pi q)$. With $\alpha=\pi q$ and $\beta=\pi\mu$,

$$T=\frac{\sinh^2\alpha}{\cosh(\alpha+\beta)\cosh(\alpha-\beta)}.$$

The denominator is $\cosh^2\alpha\cosh^2\beta-\sinh^2\alpha\sinh^2\beta$. Substituting $\cosh^2\alpha=1+\sinh^2\alpha$ and $\sinh^2\beta=\cosh^2\beta-1$ gives

$$T=\frac{\sinh^2\alpha}{\sinh^2\alpha+\cosh^2\beta},\qquad \frac RT=\frac{\cosh^2\beta}{\sinh^2\alpha}.$$

### Answer at the top

Define $\beta_0=\pi\sqrt U$. At $E=V_0$, $\alpha=\beta_0$. Here $\beta_0=6.2832$ and $\beta=6.0837$, both large enough that

$$\frac RT\approx e^{-2(\beta_0-\beta)}=e^{-0.399}=\frac1{1.490}=0.671,\qquad T\approx\frac1{1.671}=0.598.$$

The exact transmission at the top is thus 0.598, not one half. Kemble is 16% below the exact value, and plain WKB is 67% above it.

For large $U$, $\delta=2(\beta_0-\beta)\approx\pi/(4\sqrt U)$. Expanding $1/(1+e^{-\delta})$ gives

$$T(V_0)\approx\frac12+\frac{\pi}{16\sqrt U}.$$

At fixed $V_0$, widening the barrier to $a=8$ and 16 bohr gives 0.549 and 0.525. One half is the wide-barrier limit. The correction scales as $U^{-1/2}$, the square of the length ratio found above.

### Kemble against plain WKB

In the present notation $S=\beta_0-\alpha$. Dividing the exact $R/T$ by Kemble's $e^{2S}$ gives

$$\frac{(R/T)_{\rm exact}}{(R/T)_{K}}=e^{-\delta}\left[\frac{1+e^{-2\beta}}{1-e^{-2\alpha}}\right]^2 .$$

The factor $e^{-\delta}$ raises the exact transmission above Kemble's. The denominator lowers it when $\alpha$ is not large. Up to the top, the two formulas themselves are related by $T_K=T_W/(1+T_W)$, so plain WKB lies above Kemble. Above the top there are no real turning points. Kemble's formula then uses the analytic continuation $S=\beta_0-\alpha$, which is negative, while plain WKB is assigned $T=1$, which is again above Kemble.

| $E/V_0$ | exact | plain WKB | Kemble |
|---|---|---|---|
| 0.01 | $9.35\times10^{-6}$ | $1.23\times10^{-5}$ | $1.23\times10^{-5}$ |
| 0.25 | 0.00277 | 0.00187 | 0.00186 |
| 0.50 | 0.0362 | 0.0252 | 0.0246 |
| 0.80 | 0.283 | 0.265 | 0.210 |
| 0.90 | 0.439 | 0.525 | 0.344 |
| 1.00 | 0.598 | 1 | 0.500 |
| 1.50 | 0.962 | 1 | 0.944 |

**Middle energies.** For $T\ll1$ with $\alpha$ and $\beta$ large, the exact result exceeds both approximations by a factor of nearly $e^\delta=1.49$. At $E=0.5V_0$ plain WKB is 30% low and Kemble 32% low, relative to the exact value. Kemble's correction moves the result downwards, away from the exact one.

Plain WKB later crosses the exact curve. Dropping $e^{-2\alpha}$ and $e^{-2\beta}$, the condition is $1/T_W=1+e^{-\delta}/T_W$, or $T_W=1-e^{-\delta}=0.329$. This happens at $E=0.831V_0$. The agreement there is a cancellation of two errors.

**Low energies.** As $E\to0$, $\sinh\alpha\to\alpha$ and

$$T\to\frac{\alpha^2}{\cosh^2\beta}=2E\left(\frac{\pi a}{\cosh\beta}\right)^2,$$

which vanishes linearly in $E$. Kemble instead tends to $1/(1+e^{2\beta_0})=3.49\times10^{-6}$, and plain WKB also tends to a nonzero value. At $E=2\times10^{-6}$ hartree the exact value is $1.31\times10^{-8}$ and Kemble's is $3.67\times10^{-6}$. The outside wavelength is then much longer than $a$, so the potential does not vary slowly on the scale of the wave, as WKB requires.

Exact and Kemble agree where the error factor is one:

$$1-e^{-2\alpha}=e^{-\delta/2}(1+e^{-2\beta}),$$

which gives $E=0.0185V_0$.

**Answer to question 3.** Comparing absolute errors for this barrier, plain WKB is closer between $0.0185V_0$ and $0.905V_0$. Kemble is closer from $0.905V_0$ up to the top, and also below $0.0185V_0$. In that low range its advantage has no practical meaning: the two formulas differ by less than 0.002%, and both fail as $E\to0$. Kemble is also closer at every energy above the top. To see this, put $r=e^{2S}<1$ and drop the negligible $e^{-2\alpha}$ and $e^{-2\beta}$. The exact reflection is $R=re^{-\delta}/(1+re^{-\delta})$, Kemble's is $R_K=r/(1+r)>R$, and plain WKB's is zero. Kemble is closer if $R_K-R<R$, which rearranges to $e^{-\delta}(2+r)>1$. This holds because $2e^{-\delta}=1.34$. Kemble's advantage is a smooth passage through the top with $T<1$, not a smaller error at every energy. The numerical output below lists the relative errors at nine energies.

## Computed results

```
V0 = 0.125 hartree = 3.401 eV
a = 4.0 bohr = 0.2117 nm
U = 4.000, beta0 = 6.2832, beta = 6.0837 (no unit)
delta = 0.3990, pi/(4 sqrt U) = 0.3927
exp(delta) = 1.4904
Eckart: E/V0, E (hartree), S, T exact, T WKB, T Kemble
 0.01 0.00125   5.6549 9.3459e-06 1.2253e-05 1.2253e-05
 0.10 0.01250   4.2963 2.6607e-04 1.8549e-04 1.8545e-04
 0.25 0.03125   3.1416 2.7651e-03 1.8674e-03 1.8640e-03
 0.50 0.06250   1.8403 3.6199e-02 2.5208e-02 2.4588e-02
 0.80 0.10000   0.6633 2.8340e-01 2.6536e-01 2.0971e-01
 0.90 0.11250   0.3224 4.3884e-01 5.2473e-01 3.4415e-01
 1.00 0.12500   0.0000 5.9845e-01 1.0000e+00 5.0000e-01
 1.10 0.13750  -0.3067 7.3348e-01 1.0000e+00 6.4870e-01
 1.50 0.18750  -1.4121 9.6170e-01 1.0000e+00 9.4397e-01
Relative error in percent: E/V0, WKB, Kemble
 0.01    31.11    31.10
 0.10   -30.29   -30.30
 0.25   -32.46   -32.59
 0.50   -30.36   -32.08
 0.80    -6.36   -26.00
 0.90    19.57   -21.58
 1.00    67.10   -16.45
 1.10    36.34   -11.56
 1.50     3.98    -1.84
Energies in hartree, then as a fraction of V0
exact T = 1/2: 0.117188, 0.9375
exact = Kemble: 0.002315, 0.0185
exact = plain WKB, upper crossing: 0.103862, 0.8309
equal errors, lower: 0.002315, 0.0185
equal errors, upper: 0.113124, 0.9050
T at exact = Kemble crossing: 1.9281e-05
T at exact = plain WKB crossing: 0.3290
E = 2.0e-06 hartree: T exact 1.313e-08, Kemble 3.667e-06
Kemble limit at E = 0: 3.487e-06
Top, E = V0: a (bohr), U, T integrated, 1/2 + pi/(16 sqrt U)
  4.0    4.0 0.59845 0.59817
  8.0   16.0 0.54912 0.54909
 16.0   64.0 0.52455 0.52454
Parabola: omega = 0.12500 hartree (hbar = 1)
Parabola: E/V0, S, T integrated, T Kemble
 0.50   1.5708 0.04142 0.04142
 0.80   0.6283 0.22155 0.22155
 1.00  -0.0000 0.50000 0.50000
 1.20  -0.6283 0.77845 0.77845
 1.50  -1.5708 0.95858 0.95858
```
